# Thermal conductivity of water from Bridgman's liquid formula: a numerical check

```python
# Result under test: Bridgman's estimate for the conductivity of a liquid,
#   k = 3 kB n^(2/3) v,
# n = number density, v = sound speed, kB = Boltzmann constant.
# Model: molecules with heat capacity 3 kB at spacing a = n^(-1/3) pass
# their energy difference to each neighbour at the rate v/a.
# Values called "rough" are typical inputs used only to size neglected effects.
import itertools
import numpy as np
from scipy.constants import k as kB, e as q_e, atomic_mass
from scipy.linalg import expm

n = 3.34e28        # 1/m^3
v = 1480.0         # m/s
T_room = 293.0     # K


def bridgman(density, speed):
    return 3 * kB * density ** (2 / 3) * speed


a = n ** (-1 / 3)
rate = v / a
k_b = bridgman(n, v)
assert abs(k_b - 0.64) < 0.005

# Heat capacity of one classical oscillator from the phase-space integral
grid = np.linspace(-14, 14, 561)
X, P = np.meshgrid(grid, grid)
H = 0.5 * P**2 + 0.5 * X**2


def mean_energy(temp):
    weight = np.exp(-H / temp)
    return (H * weight).sum() / weight.sum()


c_osc = (mean_energy(1.01) - mean_energy(0.99)) / 0.02
assert abs(c_osc - 1) < 1e-6

# Decay of a temperature wave on a ring of molecules
sites = 60
ring = -2 * np.eye(sites)
for i in range(sites):
    ring[i, (i + 1) % sites] += 1
    ring[i, (i - 1) % sites] += 1
wave = np.cos(2 * np.pi * np.arange(sites) / sites)
tau = 50.0         # elapsed time in units of a/v
amplitude = wave @ expm(ring * tau) @ wave / (wave @ wave)
wave_number = 2 * np.pi / (sites * a)
D_ring = -np.log(amplitude) / tau * rate / wave_number**2
k_ring = 3 * c_osc * kB * n * D_ring
# finite wavelength lowers the decay rate by about (2 pi/60)^2/12 = 0.0009
assert abs(k_ring / k_b - 1) < 2e-3

# Steady film: energy balance of every layer between two fixed walls
layers, dT = 322, 10.0
film = layers * a
m = layers - 1
balance = 2 * np.eye(m) - np.eye(m, k=1) - np.eye(m, k=-1)
source = np.zeros(m)
source[0] = dT
temps = np.linalg.solve(balance, source)
flux_solved = 3 * c_osc * kB * (dT - temps[0]) * rate / a**2
flux = k_b * dT / film
assert abs(flux_solved / flux - 1) < 1e-6
step = dT / layers
excess = 3 * kB * step

# Other lattices: diffusion from the slowest eigenvalue of the exchange matrix
sc = [s * np.eye(3)[i] for i in range(3) for s in (1, -1)]
fcc = [np.array(b) / 2 for b in itertools.product((-1, 0, 1), repeat=3)
       if np.dot(b, b) == 2]
dia = [np.array(b) / 4 for b in
       ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1))]


def lattice_k(bonds, per_cell, two_sites):
    edge = (per_cell / n) ** (1 / 3)
    b = np.array(bonds) * edge
    z, d = len(b), np.linalg.norm(b[0])
    D_formula = z * v * d / 6
    for direction in ([1, 0, 0], [1, 1, 0], [1, 2, 3]):
        q = 0.01 / d * np.array(direction) / np.linalg.norm(direction)
        f = np.exp(1j * b @ q).sum()
        if two_sites:
            matrix = np.array([[z, -f], [-np.conj(f), z]])
        else:
            matrix = np.array([[z - f]])
        slow = np.linalg.eigvalsh(matrix)[0] * v / d
        assert abs(slow / (q @ q) / D_formula - 1) < 1e-4
    return 3 * kB * n * D_formula, d


k_sc, d_sc = lattice_k(sc, 1, False)
k_fcc, d_fcc = lattice_k(fcc, 4, False)
k_dia, d_dia = lattice_k(dia, 8, True)
assert abs(k_sc / k_b - 1) < 1e-12

# Isotropic carriers: integrate the flux over angles and random free paths
mu, w_mu = np.polynomial.legendre.leggauss(12)
s, w_s = np.polynomial.laguerre.laggauss(12)
slope = -1.0       # K/m
origin_temp = T_room * 0 - slope * a * np.outer(mu, s)  # relative to the plane
flux_iso = 3 * kB * n * v * np.einsum('i,j,i,ij->', w_mu / 2, w_s, mu,
                                      origin_temp)
k_iso = flux_iso / (-slope)
assert abs(k_iso / (k_b / 3) - 1) < 1e-9


# Quantum heat capacity of an oscillator, in units of kB
def einstein(energy_meV):
    x = energy_meV * 1e-3 * q_e / (kB * T_room)
    c = x**2 * np.exp(x) / np.expm1(x) ** 2
    levels = x * np.arange(400)
    prob = np.exp(-levels)
    prob /= prob.sum()
    variance = prob @ levels**2 - (prob @ levels) ** 2
    assert abs(variance / c - 1) < 1e-8
    return c


E_trans, E_rot = 25.0, 70.0      # meV, rough
c_trans, c_rot = einstein(E_trans), einstein(E_rot)
k_quantum = k_b * c_trans
k_with_rot = k_b * (c_trans + c_rot)

# Further neglected effects, with rough inputs for water
mass = 18.015 * atomic_mass      # kg per molecule
cp = 4200.0                      # J/(kg K), rough
k_meas = 0.6                     # W/(m K), rough
v_fast = 3000.0                  # m/s, rough, molecular wavelengths
D_self = 2e-9                    # m^2/s, rough
c_full = cp * mass / kB
k_full = k_b * c_full / 3
k_fast = bridgman(n, v_fast)
k_self = 3 * kB * n * D_self
D_real = k_meas / (n * mass * cp)
assert k_self < 0.01 * k_b
assert min(k_full, k_fast) - k_b > 5 * abs(k_b - k_meas)
assert 2.5 < v * a / D_real < 4 and 2.5 < c_full / 3 < 4

k_low = bridgman(3.335e28, 1475.0)
k_high = bridgman(3.345e28, 1485.0)

print(f"number density n = {n:.3e} 1/m^3")
print(f"sound speed v = {v:.0f} m/s")
print(f"Boltzmann constant = {kB:.6e} J/K")
print(f"mass density implied by n = {n*mass:.1f} kg/m^3")
print(f"spacing a = {a*1e9:.4f} nm")
print(f"rows per area n^(2/3) = {n**(2/3):.4e} 1/m^2")
print(f"handover time a/v = {1e12/rate:.4f} ps")
print(f"oscillator heat capacity, integral = {c_osc:.6f} kB")
print(f"Bridgman conductivity = {k_b:.4f} W/(m K)")
print(f"range from input rounding = {k_low:.4f} to {k_high:.4f} W/(m K)")
print(f"with prefactor 2 instead of 3 = {k_b*2/3:.4f} W/(m K)")
print(f"model diffusivity v*a = {v*a:.3e} m^2/s")
print(f"conductivity from ring decay = {k_ring:.4f} W/(m K)")
print(f"film: layers = {layers}, thickness = {film*1e9:.2f} nm")
print(f"film: temperature difference = {dT:.1f} K")
print(f"film: temperature step per layer = {step*1e3:.3f} mK")
print(f"film: excess per molecule = {excess:.4e} J")
print(f"film: excess per molecule = {excess/q_e*1e6:.3f} micro-eV")
print(f"film: flux from formula = {flux:.4e} W/m^2")
print(f"film: flux from layer balance = {flux_solved:.4e} W/m^2")
print(f"isotropic carriers, free path a: k = {k_iso:.4f} W/(m K)")
print(f"fcc: distance = {d_fcc*1e9:.4f} nm, k = {k_fcc:.4f} W/(m K)")
print(f"diamond: distance = {d_dia*1e9:.4f} nm, k = {k_dia:.4f} W/(m K)")
print(f"temperature for quantum estimate = {T_room:.0f} K")
print(f"hindered translation (rough) = {E_trans:.0f} meV")
print(f"its heat capacity per oscillator = {c_trans:.3f} kB")
print(f"k with quantum translations = {k_quantum:.3f} W/(m K)")
print(f"hindered rotation (rough) = {E_rot:.0f} meV")
print(f"its heat capacity per oscillator = {c_rot:.3f} kB")
print(f"k with three rotations added = {k_with_rot:.3f} W/(m K)")
print(f"specific heat of water (rough) = {cp:.0f} J/(kg K)")
print(f"same per molecule = {c_full:.2f} kB")
print(f"k if all this heat moved at v = {k_full:.2f} W/(m K)")
print(f"fast sound (rough) = {v_fast:.0f} m/s")
print(f"k with fast sound = {k_fast:.2f} W/(m K)")
print(f"self-diffusion coefficient (rough) = {D_self:.0e} m^2/s")
print(f"k carried by self-diffusion = {k_self:.5f} W/(m K)")
print(f"measured conductivity (rough) = {k_meas:.1f} W/(m K)")
print(f"real thermal diffusivity (rough) = {D_real:.1e} m^2/s")
print(f"model diffusivity / real = {v*a/D_real:.1f}")
print(f"real heat capacity / model = {c_full/3:.1f}")
print("all tests passed")
```

Printed output:

```
number density n = 3.340e+28 1/m^3
sound speed v = 1480 m/s
Boltzmann constant = 1.380649e-23 J/K
mass density implied by n = 999.1 kg/m^3
spacing a = 0.3105 nm
rows per area n^(2/3) = 1.0371e+19 1/m^2
handover time a/v = 0.2098 ps
oscillator heat capacity, integral = 1.000000 kB
Bridgman conductivity = 0.6358 W/(m K)
range from input rounding = 0.6330 to 0.6386 W/(m K)
with prefactor 2 instead of 3 = 0.4238 W/(m K)
model diffusivity v*a = 4.596e-07 m^2/s
conductivity from ring decay = 0.6352 W/(m K)
film: layers = 322, thickness = 99.99 nm
film: temperature difference = 10.0 K
film: temperature step per layer = 31.056 mK
film: excess per molecule = 1.2863e-24 J
film: excess per molecule = 8.029 micro-eV
film: flux from formula = 6.3585e+07 W/m^2
film: flux from layer balance = 6.3585e+07 W/m^2
isotropic carriers, free path a: k = 0.2119 W/(m K)
fcc: distance = 0.3485 nm, k = 1.4272 W/(m K)
diamond: distance = 0.2689 nm, k = 0.3671 W/(m K)
temperature for quantum estimate = 293 K
hindered translation (rough) = 25 meV
its heat capacity per oscillator = 0.922 kB
k with quantum translations = 0.586 W/(m K)
hindered rotation (rough) = 70 meV
its heat capacity per oscillator = 0.547 kB
k with three rotations added = 0.934 W/(m K)
specific heat of water (rough) = 4200 J/(kg K)
same per molecule = 9.10 kB
k if all this heat moved at v = 1.93 W/(m K)
fast sound (rough) = 3000 m/s
k with fast sound = 1.29 W/(m K)
self-diffusion coefficient (rough) = 2e-09 m^2/s
k carried by self-diffusion = 0.00277 W/(m K)
measured conductivity (rough) = 0.6 W/(m K)
real thermal diffusivity (rough) = 1.4e-07 m^2/s
model diffusivity / real = 3.2
real heat capacity / model = 3.0
all tests passed
```
